# The Van Vleck Susceptibility Formula and Its Limits for a Two-Level Ion: verification in Python

```python
# Van Vleck susceptibility.  H(b) = H0 - b*mu + b^2*D, levels E_n = E0 + E1*b + E2*b^2.
# Result under test: alpha = d<mu>/db at b=0 = <E1^2>/kT - 2<E2> - <E1>^2/kT (Boltzmann
# weights in E0); the last term vanishes if H0 is time-reversal even (Van Vleck formula).
# Two levels (gap Delta, degeneracies g0,g1, A_i = sum E1^2 in level i, W = sum |mu_ab|^2):
# alpha = [(A0+A1 e^-x)/kT + (2W/Delta)(1-e^-x)]/(g0+g1 e^-x), x = Delta/kT.
# Two singlets, coupling m: alpha = (2m^2/Delta) tanh(Delta/2kT).
# Units: energy cm^-1, mu in Bohr magnetons, b = muB*B/(hc) in cm^-1, g_e = 2.
# Independent side: diagonalization of H(b), thermal trace, finite differences.
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.optimize import brentq

muB = sc.physical_constants['Bohr magneton'][0]
hc = sc.h * sc.c * 100.0
kB = sc.k / hc
b_per_T = muB / hc
to_SI = sc.mu_0 * sc.N_A * muB**2 / hc
emu_to_SI = 4 * np.pi * 1e-6
to_emu = to_SI / emu_to_SI


def close(a, b, rtol):
    return abs(a - b) <= rtol * abs(b)


def angmom(j):
    m = np.arange(j, -j - 1, -1.0)
    up = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1).astype(complex)
    return (up + up.T) / 2, (up - up.T) / 2j, np.diag(m).astype(complex)


def one_electron(l):
    L = [np.kron(a, np.eye(2)) for a in angmom(l)]
    S = [np.kron(np.eye(2 * l + 1), a) for a in angmom(0.5)]
    return L, S, sum(a @ b for a, b in zip(L, S))


def coefficients(H0, mu, D):
    w, v = np.linalg.eigh(H0)
    groups = [[0]]
    for n in range(1, len(w)):
        if w[n] - w[n - 1] < 1e-6:
            groups[-1].append(n)
        else:
            groups.append([n])
    for g in groups:
        w[g] = w[g].mean()
        u = np.linalg.eigh(-v[:, g].conj().T @ mu @ v[:, g])[1]
        v[:, g] = v[:, g] @ u
    m = v.conj().T @ mu @ v
    E2 = np.diag(v.conj().T @ D @ v).real.copy()
    for g in groups:
        out = np.array([k for k in range(len(w)) if k not in g], dtype=int)
        for n in g:
            E2[n] += np.sum(abs(m[out, n])**2 / (w[n] - w[out]))
    return w, -np.diag(m).real, E2, groups, m


def van_vleck(H0, mu, D, kT, full=False):
    E0, E1, E2 = coefficients(H0, mu, D)[:3]
    p = np.exp(-(E0 - E0[0]) / kT)
    p /= p.sum()
    a = p @ (E1**2 / kT - 2 * E2)
    return a - (p @ E1)**2 / kT if full else a


def moment(H0, mu, D, b, kT):
    w, v = np.linalg.eigh(H0 - b * mu + b * b * D)
    p = np.exp(-(w - w[0]) / kT)
    return p @ np.diag(v.conj().T @ (mu - 2 * b * D) @ v).real / p.sum()


def free_energy(H0, mu, D, b, kT):
    w = np.linalg.eigvalsh(H0 - b * mu + b * b * D)
    return w[0] - kT * np.log(np.exp(-(w - w[0]) / kT).sum())


def richardson(f, h):
    return (4 * f(h) - f(2 * h)) / 3


def min_gap(H0):
    d = np.diff(np.linalg.eigvalsh(H0))
    return d[d > 1e-6].min()


def exact(H0, mu, D, kT):
    h = 3e-3 * min(kT, min_gap(H0)) / np.linalg.norm(mu, 2)
    return richardson(lambda s: (moment(H0, mu, D, s, kT) - moment(H0, mu, D, -s, kT)) / (2 * s), h)


def two_level(A0, A1, W, g0, g1, gap, kT):
    e = np.exp(-gap / kT)
    return ((A0 + A1 * e) / kT + 2 * W / gap * (1 - e)) / (g0 + g1 * e)


# symbolic: second derivative of the free energy against the averaged formula
Bs, be, xs = sp.symbols('B beta x', positive=True)
ws, e1, e2 = sp.symbols('w0:3', positive=True), sp.symbols('p0:3'), sp.symbols('q0:3')
F = -sp.log(sum(w * sp.exp(-be * (p * Bs + q * Bs**2)) for w, p, q in zip(ws, e1, e2))) / be
avg = lambda y: sum(w * t for w, t in zip(ws, y)) / sum(ws)
form = be * avg([p**2 for p in e1]) - 2 * avg(e2) - be * avg(e1)**2
assert sp.expand(sp.numer(sp.together(-sp.diff(F, Bs, 2).subs(Bs, 0) - form))) == 0
# symbolic: high-temperature expansion of kT*alpha for two levels
a0, a1, wS, n0, n1 = sp.symbols('A0 A1 W g0 g1', positive=True)
ex = sp.series(sp.exp(-xs), xs, 0, 4).removeO()
ratio = (a0 + a1 * ex + 2 * wS * sp.expand((1 - ex) / xs)) / (n0 + n1 * ex)
tr = a0 + a1 + 2 * wS
assert sp.simplify(ratio.subs(xs, 0) - tr / (n0 + n1)) == 0
assert sp.simplify(sp.diff(ratio, xs).subs(xs, 0) - tr / (n0 + n1) * (n1 / (n0 + n1) - (a1 + wS) / tr)) == 0

# low-symmetry d1 ion with spin-orbit coupling and a b^2 operator
L, S, LS = one_electron(2)
c = np.array([[120., 40, -30], [40, -60, 55], [-30, 55, 10]])
Hd = 80 * LS + sum(c[i, j] * L[i] @ L[j] for i in range(3) for j in range(3))
Hd = Hd + 25 * sum(np.linalg.matrix_power(a, 4) for a in L)
mud, Dd = -(L[2] + 2 * S[2]), 0.002 * (L[0] @ L[0] + L[1] @ L[1])
E0, E1, E2, groups, _ = coefficients(Hd, mud, Dd)
assert [len(g) for g in groups] == [2] * 5
h = 1e-2 * min_gap(Hd) / np.linalg.norm(mud, 2)
lev = lambda s: np.linalg.eigvalsh(Hd - s * mud + s * s * Dd) - E0
for g in groups:
    assert abs(E1[g].sum()) < 1e-9
    s2 = richardson(lambda s: (lev(s)[g].sum() + lev(-s)[g].sum()) / (2 * s * s), h)
    q1 = richardson(lambda s: ((lev(s)[g]**2).sum() + (lev(-s)[g]**2).sum()) / (2 * s * s), h)
    assert abs(s2 - E2[g].sum()) < 1e-5 * abs(E2).max()
    assert abs(q1 - (E1[g]**2).sum()) < 1e-5 * (E1**2).max()
dF = richardson(lambda s: (free_energy(Hd, mud, Dd, 5 + s, 40) - free_energy(Hd, mud, Dd, 5 - s, 40)) / (2 * s), 1e-2)
assert close(-dF, moment(Hd, mud, Dd, 5, 40), 1e-7)
for kT in (3., 30., 300., 3000.):
    assert close(van_vleck(Hd, mud, Dd, kT), exact(Hd, mud, Dd, kT), 1e-6)

# time-odd terms in H0: the full formula holds, the short one is too high by <mu>_0^2/kT
odd = {}
for name, H0, D in (("40Sz+25Sx", Hd + 40 * S[2] + 25 * S[0], Dd), ("-100mu_z", Hd - 100 * mud, 0 * Dd)):
    ref, m0 = exact(H0, mud, D, 30.), moment(H0, mud, D, 0., 30.)
    excess = van_vleck(H0, mud, D, 30.) - ref
    assert close(van_vleck(H0, mud, D, 30., full=True), ref, 1e-6)
    assert abs(excess - m0**2 / 30.) < 2e-6 * abs(ref)
    odd[name] = (m0, ref, excess / ref)
assert odd["-100mu_z"][0] > 0 and odd["-100mu_z"][1] > 0 and odd["-100mu_z"][2] > 1e-2
sx, sz, Z2 = np.array([[0., 1], [1, 0]]), np.diag([1., -1]), np.zeros((2, 2))
spin_err = van_vleck(20 * sz, -sz, Z2, 30.) / exact(20 * sz, -sz, Z2, 30.) - 1
assert close(spin_err, np.sinh(40 / 60)**2, 1e-6)

print(f"k/(hc) = {kB:.6f} cm^-1/K")
print(f"muB/(hc) = {b_per_T:.6f} cm^-1/T")
print(f"chi per unit alpha (muB^2/cm^-1) = {to_emu:.6f} cm^3/mol")
print(f"N_A muB^2/k = {to_emu / kB:.6f} cm^3 K/mol")
print(f"1 cm^3/mol (emu) = {emu_to_SI:.6e} m^3/mol")
print("time-odd H0, kT = 30 cm^-1: <mu>_0/muB, alpha/(muB^2/cm^-1), error of short formula")
for name, (m0, ref, err) in odd.items():
    print(f"  d1 {name}: {m0:+.4f} {ref:+.5f} {100 * err:+.2f} %")
print(f"  spin 1/2, h = 40 cm^-1: error {100 * spin_err:+.2f} %")

# example A: two singlets, written in the basis |+M>, |-M>
pair = lambda gap: gap / 2 * (np.eye(2) - sx)
gap, m = 100.0, 2.0
HA, muA = pair(gap), -m * sz
E0, E1, E2, _, _ = coefficients(HA, muA, Z2)
assert abs(E1).max() < 1e-12 and np.allclose(E2, [-m * m / gap, m * m / gap], rtol=1e-12)
tip = 2 * m * m / gap
exA = lambda kT: exact(HA, muA, Z2, kT)
assert close((1 - exA(gap / 8) / tip) / np.exp(-8.), 2, 1e-3)
assert close((1 - exA(gap / 0.05) * (gap / 0.05) / m**2) / 0.05**2, 1 / 12, 1e-3)
assert close(exA(gap / 2) / tip, np.tanh(1.), 1e-7)
assert close(van_vleck(pair(1e-3), muA, Z2, 100.), van_vleck(pair(0.), muA, Z2, 100.), 1e-8)
assert close(sc.mu_0 * sc.N_A * moment(HA * hc, muA * muB, Z2, 0.01, sc.k * 72) / 0.01, to_SI * exA(kB * 72), 1e-5)
assert close(sc.N_A * (muB * 1e3)**2 / (hc * 1e7), to_emu, 1e-8)
x_lo = brentq(lambda x: exA(gap / x) / tip - 0.99, 2, 10)
x_hi = brentq(lambda x: exA(gap / x) * gap / x / m**2 - 0.99, 0.05, 2)
assert close(x_lo, np.log(199), 1e-5) and close(np.tanh(x_hi / 2) / (x_hi / 2), 0.99, 1e-7)
for b, kT in ((30., 5.), (30., 60.), (200., 500.)):
    R = np.hypot(gap / 2, m * b)
    assert close(moment(HA, muA, Z2, b, kT), m * m * b / R * np.tanh(R / kT), 1e-10)
assert close(moment(HA, muA, Z2, 1., 2.) / tip - 1, -2 * m**2 / gap**2, 5e-3)
bad_level = np.linalg.eigvalsh(pair(1.) - 5 * muA)[0]
bad_series = coefficients(pair(1.), muA, Z2)[2][0] * 5**2
dev = moment(pair(1.), muA, Z2, 5., 1000.) / 5 / van_vleck(pair(1.), muA, Z2, 1000.) - 1
assert abs(bad_level / bad_series - 1) > 0.5 and close(dev, -100 / 3e6, 1e-2)
print(f"A: Delta = {gap:.0f} cm^-1, m = {m:.0f} muB, Delta/k = {gap / kB:.2f} K")
print(f"A: E2 lower, upper = {E2[0]:+.4f}, {E2[1]:+.4f} muB^2/cm^-1")
print(f"A: plateau chi = {to_emu * tip:.6f} cm^3/mol = {to_SI * tip:.4e} m^3/mol")
print(f"A: Curie C = {to_emu / kB * m * m:.4f} cm^3 K/mol, mu_eff(high T) = {np.sqrt(3) * m:.4f} muB")
print(f"A: crossover T = {gap / 2 / kB:.2f} K, chi/plateau = {exA(gap / 2) / tip:.4f}")
print(f"A: plateau within 1 % for x > {x_lo:.3f}, T < {gap / x_lo / kB:.1f} K")
print(f"A: Curie law within 1 % for x < {x_hi:.3f}, T > {gap / x_hi / kB:.0f} K")
print("A: T/K, x, chi, Curie asymptote (cm^3/mol), mu_eff/muB")
last = np.inf
for T in (10, 30, 50, 72, 100, 150, 300, 600):
    kT = kB * T
    a = tip * np.tanh(gap / 2 / kT)
    assert close(a, exA(kT), 1e-6) and close(a, van_vleck(HA, muA, Z2, kT), 1e-10) and exA(kT) < last
    last = exA(kT)
    print(f"  {T:4d} {gap / kT:7.3f} {to_emu * a:.6f} {to_emu * m * m / kT:.6f} {np.sqrt(3 * kT * a):.4f}")
print(f"A: chi(300 K) = {to_SI * exA(kB * 300):.4e} m^3/mol")
b5 = 5 * b_per_T
print(f"5 T: muB*B = {b5:.4f} cm^-1")
for T in (10, 300):
    print(f"A: 5 T, {T} K: (M/B)/chi - 1 = {moment(HA, muA, Z2, b5, kB * T) / b5 / exA(kB * T) - 1:.2e}")
print(f"A': Delta=1, mB=10, kT=1000 cm^-1: E lower = {bad_level:.2f} cm^-1, expansion {bad_series:.0f} cm^-1")
print(f"A': (M/B)/chi - 1 = {dev:.2e}")

# example B: free f1 ion
l, zeta = 3, 600.0
L, S, LS = one_electron(l)
HB, muF, Z14 = zeta * LS, -(L[2] + 2 * S[2]), np.zeros((14, 14))
E0, E1, E2, groups, mm = coefficients(HB, muF, Z14)
lo, hi = groups
gapB = E0[-1] - E0[0]
lande = lambda J: 1 + (J * (J + 1) + 0.75 - l * (l + 1)) / (2 * J * (J + 1))
M = np.concatenate([np.arange(-2.5, 3), np.arange(-3.5, 4)])
E1f = M * np.array([lande(2.5)] * 6 + [lande(3.5)] * 8)
E2f = np.array([-1] * 6 + [1] * 8) * ((l + .5)**2 - M**2) / (2 * l + 1)**2 / (zeta * (l + .5))
t = np.linspace(0.1, 1, 12)
fit = np.polyfit(t, np.array([np.linalg.eigvalsh(HB - 10 * s * muF) - E0 for s in t]), 4)
assert close(gapB, zeta * (l + .5), 1e-12) and (len(lo), len(hi)) == (6, 8)
assert np.allclose(fit[3] / 10, E1f, atol=1e-7) and np.allclose(fit[2] / 100, E2f, atol=1e-8)
A0, A1 = [lande(J)**2 * J * (J + 1) * (2 * J + 1) / 3 for J in (2.5, 3.5)]
W = 2 * l * (l + 1) / (3 * (2 * l + 1))
trace = np.trace(muF @ muF).real
assert close((E1[lo]**2).sum(), A0, 1e-10) and close((E1[hi]**2).sum(), A1, 1e-10)
assert close((abs(mm[np.ix_(lo, hi)])**2).sum(), W, 1e-10) and close(A0 + A1 + 2 * W, trace, 1e-12)
exB = lambda kT: exact(HB, muF, Z14, kT)
tipB = 2 * W / (6 * gapB)
assert close(exB(kB * 50) - A0 / (6 * kB * 50), tipB, 1e-4)
ktheta = gapB * (8 / 14 - (A1 + W) / trace)
weiss = lambda kT: kT - trace / 14 / exB(kT)
assert close(2 * weiss(200 * gapB) - weiss(100 * gapB), ktheta, 1e-3)
T_low = brentq(lambda T: exB(kB * T) / (A0 / (6 * kB * T) + tipB) - 1.01, 300, 1500)
sat = {T: moment(HB, muF, Z14, b5, kB * T) / b5 / exB(kB * T) for T in (2, 300)}
assert sat[2] < 0.7 and abs(sat[300] - 1) < 1e-3
print(f"B: zeta = {zeta:.0f} cm^-1, Delta = {gapB:.0f} cm^-1, Delta/k = {gapB / kB:.0f} K")
print(f"B: g(5/2) = {lande(2.5):.4f}, g(7/2) = {lande(3.5):.4f}")
print(f"B: A0 = {A0:.4f}, A1 = {A1:.4f}, W = {W:.4f}, Tr mu^2 = {trace:.4f} muB^2")
print("B: |mu_ab|^2 for |M|=1/2,3/2,5/2: " + ", ".join(f"{-E2[n] * gapB:.4f}" for n in (3, 4, 5)) + " muB^2")
print(f"B: low-T C = {to_emu / kB * A0 / 6:.4f} cm^3 K/mol, mu_eff = {np.sqrt(A0 / 2):.4f} muB")
print(f"B: constant term = {to_emu * tipB:.4e} cm^3/mol = {to_SI * tipB:.4e} m^3/mol")
print(f"B: high-T C = {to_emu / kB * trace / 14:.4f} cm^3 K/mol, mu_eff = {np.sqrt(3 * trace / 14):.4f} muB")
print(f"B: k*theta = {ktheta:.1f} cm^-1, theta = {ktheta / kB:.0f} K")
print(f"B: low-T form within 1 % for T < {T_low:.0f} K")
print("B: T/K, upper population, chi, low-T form (cm^3/mol), mu_eff/muB")
for T in (10, 100, 300, 600, 1000, 3000):
    kT = kB * T
    a = two_level(A0, A1, W, 6, 8, gapB, kT)
    assert close(a, exB(kT), 1e-6)
    e = 8 * np.exp(-gapB / kT)
    print(f"  {T:4d} {e / (6 + e):.2e} {to_emu * a:.4e} {to_emu * (A0 / (6 * kT) + tipB):.4e} {np.sqrt(3 * kT * a):.4f}")
print(f"B: chi(300 K) = {to_SI * exB(kB * 300):.4e} m^3/mol")
print(f"B: constant term share at 300 K = {100 * tipB / exB(kB * 300):.2f} %")
print(f"B: 5 T, 2 K: (M/B)/chi = {sat[2]:.3f}, largest E1*B/kT = {E1[5] * b5 / (kB * 2):.2f}")
print(f"B: 5 T, 300 K: (M/B)/chi - 1 = {sat[300] - 1:.1e}")
print("ALL CHECKS PASSED")
```

It prints:

```
k/(hc) = 0.695035 cm^-1/K
muB/(hc) = 0.466864 cm^-1/T
chi per unit alpha (muB^2/cm^-1) = 0.260741 cm^3/mol
N_A muB^2/k = 0.375148 cm^3 K/mol
1 cm^3/mol (emu) = 1.256637e-05 m^3/mol
time-odd H0, kT = 30 cm^-1: <mu>_0/muB, alpha/(muB^2/cm^-1), error of short formula
  d1 40Sz+25Sx: +0.0227 +0.00180 +0.95 %
  d1 -100mu_z: +1.6067 +0.01086 +792.56 %
  spin 1/2, h = 40 cm^-1: error +51.43 %
A: Delta = 100 cm^-1, m = 2 muB, Delta/k = 143.88 K
A: E2 lower, upper = -0.0400, +0.0400 muB^2/cm^-1
A: plateau chi = 0.020859 cm^3/mol = 2.6213e-07 m^3/mol
A: Curie C = 1.5006 cm^3 K/mol, mu_eff(high T) = 3.4641 muB
A: crossover T = 71.94 K, chi/plateau = 0.7616
A: plateau within 1 % for x > 5.293, T < 27.2 K
A: Curie law within 1 % for x < 0.349, T > 413 K
A: T/K, x, chi, Curie asymptote (cm^3/mol), mu_eff/muB
    10  14.388 0.020859 0.150059 1.2915
    30   4.796 0.020517 0.050020 2.2186
    50   2.878 0.018637 0.030012 2.7298
    72   1.998 0.015879 0.020842 3.0237
   100   1.439 0.012860 0.015006 3.2069
   150   0.959 0.009302 0.010004 3.3403
   300   0.480 0.004908 0.005002 3.4315
   600   0.240 0.002489 0.002501 3.4558
A: chi(300 K) = 6.1679e-08 m^3/mol
5 T: muB*B = 2.3343 cm^-1
A: 5 T, 10 K: (M/B)/chi - 1 = -4.33e-03
A: 5 T, 300 K: (M/B)/chi - 1 = -1.63e-04
A': Delta=1, mB=10, kT=1000 cm^-1: E lower = -9.51 cm^-1, expansion -100 cm^-1
A': (M/B)/chi - 1 = -3.33e-05
B: zeta = 600 cm^-1, Delta = 2100 cm^-1, Delta/k = 3021 K
B: g(5/2) = 0.8571, g(7/2) = 1.1429
B: A0 = 12.8571, A1 = 54.8571, W = 1.1429, Tr mu^2 = 70.0000 muB^2
B: |mu_ab|^2 for |M|=1/2,3/2,5/2: 0.2449, 0.2041, 0.1224 muB^2
B: low-T C = 0.8039 cm^3 K/mol, mu_eff = 2.5355 muB
B: constant term = 4.7300e-05 cm^3/mol = 5.9439e-10 m^3/mol
B: high-T C = 1.8757 cm^3 K/mol, mu_eff = 3.8730 muB
B: k*theta = -480.0 cm^-1, theta = -691 K
B: low-T form within 1 % for T < 538 K
B: T/K, upper population, chi, low-T form (cm^3/mol), mu_eff/muB
    10 8.05e-132 8.0436e-02 8.0436e-02 2.5362
   100 1.01e-13 8.0862e-03 8.0862e-03 2.5429
   300 5.64e-05 2.7273e-03 2.7269e-03 2.5579
   600 8.59e-03 1.4117e-03 1.3871e-03 2.6026
  1000 6.10e-02 9.5404e-04 8.5119e-04 2.7621
  3000 3.28e-01 4.8123e-04 3.1526e-04 3.3978
B: chi(300 K) = 3.4272e-08 m^3/mol
B: constant term share at 300 K = 1.73 %
B: 5 T, 2 K: (M/B)/chi = 0.522, largest E1*B/kT = 3.60
B: 5 T, 300 K: (M/B)/chi - 1 = -5.7e-05
ALL CHECKS PASSED
```
